# The EDIIS energy: Hartree–Fock exactness, minimization, and Kohn–Sham error, part 2

An SCF run has left density matrices $D_i$, Fock matrices $F_i$ and energies $E_i$. For real basis functions $\chi_\mu$ with overlap matrix $S$, core Hamiltonian $h$ and nuclear repulsion $V_{nn}$, the Hartree–Fock energy is extended to every symmetric $D$:

$$E(D)=\operatorname{Tr}hD+\tfrac12\operatorname{Tr}G(D)D+V_{nn},\qquad F(D)=h+G(D).$$

Here $G(X)=J(X)-\tfrac12K(X)$ is linear, with $J(X)_{\mu\nu}=\sum X_{\lambda\sigma}(\mu\nu|\lambda\sigma)$, $K(X)_{\mu\nu}=\sum X_{\lambda\sigma}(\mu\lambda|\nu\sigma)$ and

$$(\mu\nu|\lambda\sigma)=\frac{e^2}{4\pi\varepsilon_0}\iint\frac{\chi_\mu(\mathbf r_1)\chi_\nu(\mathbf r_1)\chi_\lambda(\mathbf r_2)\chi_\sigma(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1\,d^3r_2 .$$

For $\sum_ic_i=1$, $\tilde D=\sum_ic_iD_i$ has Fock matrix $\tilde F=\sum_ic_iF_i=F(\tilde D)$, and exactly

$$E\Big(\sum_ic_iD_i\Big)=\sum_ic_iE_i-\tfrac14\sum_{i,j}c_ic_j\operatorname{Tr}\big[(F_i-F_j)(D_i-D_j)\big].$$

The right-hand side is $E^{\rm EDIIS}(c)$, its last term the pair term, and the trace is $T_{ij}$.

In UHF, one-spin matrices $D^\sigma$ have $G^\sigma=J(D^\alpha+D^\beta)-K(D^\sigma)$, $F^\sigma=h+G^\sigma$ and $T_{ij}=\sum_\sigma\operatorname{Tr}[(F_i^\sigma-F_j^\sigma)(D_i^\sigma-D_j^\sigma)]$. In natural spin orbitals $p$ with occupations $n_p$ and spins $\sigma_p$,

$$E=\sum_pn_ph_{pp}+\tfrac12\sum_{p,q}n_pn_q\big[J_{pq}-\delta_{\sigma_p\sigma_q}K_{pq}\big]+V_{nn},$$

where $J_{pq}=(pp|qq)$ and $K_{pq}=(pq|pq)$.

Closed-shell occupations are the eigenvalues of $M=S^{1/2}DS^{1/2}$. $\mathcal K$ is the convex set of symmetric $D$ with occupations in $[0,2]$ and $\operatorname{Tr}DS=N$, the electron number. For these, $0\le v^{\mathsf T}Mv\le2$ for any unit vector $v$. Weights $c_i\ge0$ keep $\tilde D$ in $\mathcal K$.

The aufbau density of $F$ is $2C_{\rm occ}C_{\rm occ}^{\mathsf T}$, built from the $N/2$ lowest solutions of $FC=SC\varepsilon$. The example, checked by a program, is water in RHF/6-31G (13 basis functions, $N=10$). $D_1$ is the aufbau density of $h$ (the core guess), $D_2$ that of $F_1$, $D_3$ that of $F_2$. In hartree, $1\,E_h=4.359745\times10^{-18}$ J,

$$E_1=-69.620157,\quad E_2=-70.827563,\quad E_3=-73.648633\ E_h,$$

$$T_{12}=17.112507,\quad T_{13}=-0.059868,\quad T_{23}=11.889725\ E_h .$$

The mixture $c=(0.5,\,0.3,\,0.2)$ has $E(\tilde D)=-72.425210\,E_h$; its printed occupations range from 2.000 to 0.000.

Q: I notice $T_{13}<0$. I had pictured the pair term as a Coulomb energy of the difference density, hence positive, so that mixing always lowers the energy below the average. Is that number an error?

A: It is correct, and the picture omits exchange. With $\Delta=D_i-D_j$, linearity gives

$$T_{ij}=\operatorname{Tr}G(\Delta)\Delta=\operatorname{Tr}J(\Delta)\Delta-\tfrac12\operatorname{Tr}K(\Delta)\Delta .$$

The first part is $\frac{e^2}{4\pi\varepsilon_0}\iint\Delta\rho(\mathbf r_1)\Delta\rho(\mathbf r_2)/r_{12}$. It is non-negative because the Fourier transform of $1/r$ is $4\pi/k^2>0$, so that the integral is $\int|\widehat{\Delta\rho}(\mathbf k)|^2\,4\pi/k^2\,d^3k/(2\pi)^3$. The second trace is $\frac{e^2}{4\pi\varepsilon_0}\iint\Delta\gamma(\mathbf r_1,\mathbf r_2)^2/r_{12}$ with $\Delta\gamma(\mathbf r_1,\mathbf r_2)=\sum\Delta_{\mu\nu}\chi_\mu(\mathbf r_1)\chi_\nu(\mathbf r_2)$, since in $\Delta_{\mu\nu}\Delta_{\lambda\sigma}(\mu\lambda|\nu\sigma)$ each $\Delta$ joins $\mathbf r_1$ to $\mathbf r_2$. It is also non-negative, and it enters with a minus sign. $T_{ij}$ is a difference of two non-negative numbers. It is positive when the two densities differ by a displacement of charge large enough for the Coulomb part to win, and negative when the density matrix changes while $\rho(\mathbf r)$ changes little. The values $T_{12}=17.1$ and $T_{23}=11.9\,E_h$ show the Coulomb part dominating between successive iterates, and $T_{13}=-0.06\,E_h$ shows the exchange part slightly exceeding it for the first and third. The output gives only the difference, not the two parts.

One case is negative by proof. Take two UHF determinants that differ by replacing an $\alpha$ orbital $i$ by an orthogonal $\alpha$ orbital $a$. Then $\Delta^\alpha=aa^{\mathsf T}-ii^{\mathsf T}$, $\Delta^\beta=0$, and

$$T=\operatorname{Tr}\big[J(\Delta^\alpha)-K(\Delta^\alpha)\big]\Delta^\alpha=(J_{aa}-K_{aa})+(J_{ii}-K_{ii})-2(J_{ia}-K_{ia})=-2(J_{ia}-K_{ia}).$$

The bracket is non-negative, because expanding the square shows

$$J_{ia}-K_{ia}=\frac{e^2}{4\pi\varepsilon_0}\,\frac12\iint\frac{[\phi_i(\mathbf r_1)\phi_a(\mathbf r_2)-\phi_a(\mathbf r_1)\phi_i(\mathbf r_2)]^2}{r_{12}}\ge0 ,$$

where the two squares each give $J$ and the cross term gives $-2K$. For the highest occupied and lowest empty orbitals of converged water, $J=0.370165$ and $K=0.012759\,E_h$, so $-2(0.370165-0.012759)=-0.714812\,E_h$, against $T=-0.714811\,E_h$ obtained from the two UHF Fock matrices. The asserted agreement is $10^{-9}\,E_h$, and the last digit here is rounding. For such a pair the energy of a mixture lies above the weighted average.

Q: Then the opposite danger appears. You enlarge the search space from determinants to fractional occupations. What stops the minimization from sinking below the Hartree–Fock minimum into a region with no physical meaning?

A: For UHF the negative sign just found prevents it. Take any pair $(D^\alpha,D^\beta)$ with occupations in $[0,1]$ and integer traces $N_\alpha,N_\beta$. Hold the natural orbitals fixed, pick two of the same spin with fractional occupations, and move an amount $\delta$: $n_p\to n_p+\delta$, $n_q\to n_q-\delta$. In the natural-orbital form of the energy, the terms of second order in $\delta$ come from the pairs $(p,p)$, $(q,q)$, $(p,q)$ and $(q,p)$. The first two vanish, and the others give $\tfrac12\cdot2\cdot(\delta)(-\delta)(J_{pq}-K_{pq})$. Thus

$$E(\delta)=E(0)+\kappa\,\delta-(J_{pq}-K_{pq})\,\delta^2$$

exactly, with some slope $\kappa$. This is concave. The allowed interval of $\delta$ contains 0 and ends on each side where one of the two occupations reaches 0 or 1. A concave function at an interior point is at least the weighted mean of its end values, hence at least the smaller of them, so one end has energy no higher than $E(0)$. Moving there removes at least one fractional occupation. Repeat. A single fractional occupation cannot be left in a spin, because the trace is an integer, so the process ends with all occupations 0 or 1, which is a determinant. Every relaxed density therefore has $E\ge$ the energy of some UHF determinant, and since determinants belong to the relaxed set, the lowest energies of the two sets coincide. This is Lieb's variational principle, here in a finite basis.

The program carries out this rounding on the mixture above, with $D^\alpha=D^\beta=\tilde D/2$, and asserts that no move raises the energy and that the end point is idempotent. It goes from $-72.425210$ to $-74.089142\,E_h$, which is asserted to lie above the converged RHF energy, $-75.983940\,E_h=-3.312706\times10^{-16}$ J. It takes 24 moves. With $m$ fractional occupations in a spin at most $m-1$ moves are possible, since the last removes two, so 24 moves among 13 orbitals per spin imply that all 13 were fractional at the threshold $10^{-9}$ used, including those printed as 2.000 and 0.000.

The proof does not carry over to the restricted functional. To stay restricted, both spins must move together, $X=2\delta(pp^{\mathsf T}-qq^{\mathsf T})$, and the second-order term is

$$\tfrac12\operatorname{Tr}G(X)X=2\delta^2\big[(J_{pp}+J_{qq}-2J_{pq})-\tfrac12(J_{pp}+J_{qq}-2K_{pq})\big]=2\delta^2\big[\tfrac12(J_{pp}+J_{qq})-2J_{pq}+K_{pq}\big].$$

For two compact orbitals far apart, $J_{pq}$ and $K_{pq}$ are small and this is positive. For two orbitals with nearly equal densities the three $J$ nearly coincide and the bracket tends to $-(J-K)\le0$. So in RHF the guarantee is only that $E(\tilde D)$ is no lower than the lowest UHF energy. The argument does not exclude a restricted density with fractional occupations below every restricted determinant.

Q: Accepting that, how is the formula minimized? And where, if not in the identity, does the symmetry of the integrals matter?

A: It matters for the derivative. Exchanging the labels of the two electrons gives $(\mu\nu|\lambda\sigma)=(\lambda\sigma|\mu\nu)$. Under the same swap of index pairs the exchange integral $(\mu\lambda|\nu\sigma)$ becomes $(\lambda\mu|\sigma\nu)$, which is equal for real functions. Hence $\operatorname{Tr}G(X)Y=\operatorname{Tr}G(Y)X$, and

$$E(D+X)=E(D)+\operatorname{Tr}hX+\tfrac12\operatorname{Tr}G(D)X+\tfrac12\operatorname{Tr}G(X)D+\tfrac12\operatorname{Tr}G(X)X=E(D)+\operatorname{Tr}F(D)X+\tfrac12\operatorname{Tr}G(X)X .$$

The Taylor series ends at second order and the Fock matrix is the gradient. Moving weight $\epsilon$ from density $l$ to density $k$ corresponds to $X=\epsilon(D_k-D_l)$, with slope $\operatorname{Tr}\tilde F(D_k-D_l)$ and second derivative $\operatorname{Tr}G(D_k-D_l)(D_k-D_l)=T_{kl}$. So $T_{kl}$ is the curvature of the energy in the direction joining the two densities.

The slope can also be read from the formula. Differentiating $-\tfrac14\sum c_ic_jT_{ij}$ with respect to $c_k$ picks the terms $i=k$ and $j=k$, which are equal, so

$$\Gamma_k\equiv\frac{\partial E^{\rm EDIIS}}{\partial c_k}=E_k-\tfrac12\sum_jT_{kj}c_j,\qquad \Gamma_k-\Gamma_l=\operatorname{Tr}\tilde F(D_k-D_l).$$

Only differences of the $\Gamma_k$ have meaning, because the formula represents $E$ only on the plane $\sum c=1$. In the example, for $k=1$, $l=2$:

$$\sum_jT_{1j}c_j=0.3\times17.112507+0.2\times(-0.059868)=5.121779,$$

$$\sum_jT_{2j}c_j=0.5\times17.112507+0.2\times11.889725=10.934199,$$

$$\Gamma_1-\Gamma_2=1.207406-\tfrac12(5.121779-10.934199)=1.207406+2.906210=4.113616\ E_h .$$

The printed finite-difference slope of the directly computed energy is $4.113616\,E_h$, and it is asserted to match both expressions.

For the minimum over the simplex $c_i\ge0$, $\sum c_i=1$, note that a continuous function on a closed bounded set attains its minimum, and that the minimizer lies in the interior of exactly one face, the face spanned by the indices with $c_k>0$. Inside that face weight may be moved both ways between any two indices, so all slopes vanish and the $\Gamma_k$ share one value $\mu$:

$$\tfrac12\sum_{j\in\text{face}}T_{kj}c_j+\mu=E_k\quad(k\in\text{face}),\qquad\sum_{j\in\text{face}}c_j=1 .$$

Weight can only be added to an index outside the face, so there $\Gamma_k\ge\mu$ is necessary. Solving this linear system on every face, discarding solutions with negative weights and keeping the lowest energy finds the global minimum. A singular system loses nothing. Its null vector $(v,\nu)$ obeys $\tfrac12Tv+\nu\mathbf 1=0$ and $\sum v_j=0$, with $v\neq0$ since $v=0$ would force $\nu=0$. At a stationary point the slope along $v$ is zero and the second derivative is $-\tfrac12v^{\mathsf T}Tv=\nu\sum v_j=0$, so the energy is constant along $v$ up to the boundary, and a smaller face holds the same value. The number of faces is $2^n-1$ for $n$ densities, so this is a method for short histories. A local search carries no such guarantee, because a negative $T_{kl}$ makes the problem non-convex, as it is in the example. The same negative curvature shows that the constraint $c\ge0$ cannot be dropped: along the infinite line through $D_1$ and $D_3$ the energy is a downward parabola with no minimum.

Q: Do the two-density case in full, since I can follow that by hand.

A: Put $c=(1-\lambda,\lambda)$. The single pair gives

$$E(\lambda)=(1-\lambda)E_1+\lambda E_2-\tfrac12\lambda(1-\lambda)T_{12},$$

$$E'(\lambda)=E_2-E_1-\tfrac12(1-2\lambda)T_{12},\qquad E''=T_{12}.$$

At $\lambda=0$ the slope must be the gradient along $D_2-D_1$, so $\operatorname{Tr}F_1(D_2-D_1)=E_2-E_1-\tfrac12T_{12}$. For $T_{12}>0$, setting $E'=0$ gives $1-2\lambda=2(E_2-E_1)/T_{12}$, that is

$$\lambda^*=\tfrac12-\frac{E_2-E_1}{T_{12}},$$

to be clipped to $[0,1]$. For $T_{12}\le0$ the function is concave and the lower endpoint wins. This is the line search of the optimal damping algorithm, and EDIIS is its extension to a history. Two limits are instructive. If $E_1=E_2$, as for two mirror-image states of an oscillation, $\lambda^*=\tfrac12$ and the gain is $T_{12}/8$. If $E_1-E_2\ge T_{12}/2$, the full step is best and damping only loses.

For water, $E_2-E_1=-1.207406\,E_h$, so the initial slope is $-1.207406-8.556254=-9.76366\,E_h$, printed from the matrices as $-9.763659\,E_h$, and

$$\lambda^*=0.5+\frac{1.207406}{17.112507}=0.570557 .$$

A numerical line search on the directly computed energy gives 0.570557, with agreement to $10^{-5}$ asserted. Writing $E(\lambda)=E_1+E'(0)\lambda+\tfrac12T_{12}\lambda^2$ and using $T_{12}\lambda^*=-E'(0)$,

$$E(\lambda^*)=E_1+\tfrac12E'(0)\lambda^*=-69.620157-\tfrac12\times9.763659\times0.570557=-72.405519\ E_h ,$$

which is $1.578\,E_h$ below the better endpoint $E_2$.

With all three densities the minimum is found on the edge joining $D_2$ and $D_3$. There $E_3-E_2=-2.821070\,E_h$ and $\lambda=0.5+2.821070/11.889725=0.737270$, so $c=(0,\ 0.262730,\ 0.737270)$ and

$$E=-70.827563-0.737270\times2.821070-\tfrac12\times0.193703\times11.889725=-72.907453-1.151538=-74.058991\ E_h ,$$

or $-3.228783\times10^{-16}$ J. The conditions can be checked by hand. $\Gamma_2=-70.827563-\tfrac12(11.889725)(0.737270)=-75.2105$ and $\Gamma_3=-73.648633-\tfrac12(11.889725)(0.262730)=-75.2105\,E_h$ agree, while $\Gamma_1=-69.620157-\tfrac12(4.495969-0.044139)=-71.8461\,E_h$ is higher by $3.36\,E_h$, so moving a small weight onto the core guess raises the energy (that no distant point of the triangle lies lower follows from the enumeration of faces). A scan of the directly computed energy over the triangle in steps of 0.01 finds $-74.058946\,E_h$, higher by $4.5\times10^{-5}\,E_h$. The nearest grid point on the edge is $\lambda=0.74$, where the parabola lies $\tfrac12\times11.89\times(0.00273)^2=4.4\times10^{-5}\,E_h$ above its minimum, which accounts for the gap within rounding.

Q: The initial slope came out negative. Is that luck, or does the new density always point downhill?

A: It is a theorem: the aufbau density of $F$ minimizes the linear function $\operatorname{Tr}FD$ over $\mathcal K$. Let $C$ be the full set of solutions, $C^{\mathsf T}SC=1$, $C^{\mathsf T}FC=\operatorname{diag}(\varepsilon_p)$. Any $D$ can be written $D=CWC^{\mathsf T}$ with $W=C^{\mathsf T}SDSC$. Since $S^{1/2}C$ is orthogonal, $W$ is $M$ in a rotated basis, so its diagonal elements are quotients of the kind used earlier: $0\le W_{pp}\le2$, $\sum W_{pp}=N$. Then $\operatorname{Tr}FD=\sum_p\varepsilon_pW_{pp}$, and the aufbau density has $W_{pp}=2$ for the $N/2$ lowest levels and 0 otherwise. Choose any $\bar\varepsilon$ between the highest occupied and lowest empty level. The changes in $W_{pp}$ sum to zero, so $\bar\varepsilon$ may be subtracted from every $\varepsilon_p$:

$$\operatorname{Tr}F(D-D_{\rm auf})=\sum_{\rm occ}(\bar\varepsilon-\varepsilon_p)(2-W_{pp})+\sum_{\rm virt}(\varepsilon_p-\bar\varepsilon)W_{pp}\ge0 ,$$

every factor being non-negative. If the two levels are separated by a gap, $\bar\varepsilon$ can be taken strictly inside it, and equality forces all diagonal elements to their aufbau values. A diagonal element at the extreme 0 or 2 of the allowed range makes that basis vector an eigenvector, so the off-diagonal elements vanish too and $D=D_{\rm auf}$.

Apply this at the EDIIS minimum. $\tilde D$ lies in $\mathcal K$ because the weights are non-negative, $\tilde F$ is its true Fock matrix, and $D_{\rm new}$ is the aufbau density of $\tilde F$. Then $-\eta\equiv\operatorname{Tr}\tilde F(D_{\rm new}-\tilde D)\le0$. If $\eta=0$ and $\tilde F$ has a gap, $\tilde D=D_{\rm new}$ is a self-consistent aufbau solution. If $\eta=0$ without a gap, the argument does not exclude fractional occupations among the degenerate levels at $\bar\varepsilon$, which is how the restricted case left open above would show itself. If $\eta>0$, the segment from $\tilde D$ to $D_{\rm new}$ lies in the enlarged simplex and has energy $E(\tilde D)-\eta\lambda+\tfrac12T\lambda^2$, which is lower for small $\lambda$, so the next minimum is strictly lower.

The decrease can be bounded. $\mathcal K$ is bounded in a finite basis, so all curvatures obey $T\le T_{\max}$ for some positive constant. If $\eta\le T_{\max}$, the choice $\lambda=\eta/T_{\max}$ lowers the energy by at least $\eta^2/2T_{\max}$. Otherwise $\lambda=1$ lowers it by at least $\eta-\tfrac12T_{\max}>\eta/2$. The energy is bounded below on $\mathcal K$, so the decreases have a finite sum and $\eta\to0$. This holds provided the previous $\tilde D$ stays inside the simplex, which is ensured by keeping at least the densities that carry non-zero weight in it, or by storing $\tilde D$ itself with its Fock matrix and energy. It proves that the aufbau condition is approached. It does not prove that the limit is the global minimum. The rate it gives is weak. Let $E_0$ be the starting energy and $E_{\min}$ the lowest energy on $\mathcal K$. Once some step has $\eta\le T_{\max}$, every one of the first $n$ steps has lowered the energy by at least $\eta_{\min}^2/2T_{\max}$, where $\eta_{\min}$ is the smallest $\eta$ among them, so $\eta_{\min}\le\sqrt{2T_{\max}(E_0-E_{\min})/n}$.

Within Hartree–Fock, the minimum over the weights can be found face by face, and repeated EDIIS steps approach the aufbau condition, though not necessarily the global minimum. What remains is to see an actual run, to find what is lost with a density functional, and to learn what spoils the exactness in practice.
